# Outward sulfur motion and vacancy creation in MoS2 at 80 keV

## Result and its meaning

Let an electron of kinetic energy \(E\) travel along the normal of a MoS2 sheet and be scattered straight back by a sulfur atom on the exit face. Let \(T_d\) be the displacement threshold of that atom, and \(E_m\) the largest energy the electron could give it if it were at rest. When \(E_m<T_d\), the atom can still be ejected if it is already moving outward, along the beam, with kinetic energy of at least

\[
E_0=\left(\sqrt{T_d}-\sqrt{E_m}\right)^2,\qquad
E_m=\frac{2E(E+2mc^2)}{Mc^2}. \tag{1}
\]

Here \(m\) and \(M\) are the electron and sulfur masses. With the deficit \(\delta=T_d-E_m\), the expansion for \(\delta\ll E_m\), including its first correction, is

\[
E_0=\frac{\delta^2}{4E_m}\left[1-\frac{\delta}{2E_m}
+O\!\left(\frac{\delta^2}{E_m^2}\right)\right]. \tag{2}
\]

For \(T_d=6.9\) eV and \(E=80\) keV, the deficit is about 1.0 eV, yet \(E_0\) is about 0.04 eV. The required energy is small because it is quadratic in the deficit.

The threshold \(T_d\) means the least kinetic energy, given suddenly along the outward normal to a sulfur atom at its lattice site, that ejects it from the exit face and leaves a vacancy. The neighbouring atoms are taken to be at rest at their sites at the moment of the collision, so \(E_0\) refers to motion relative to them: if the whole sheet drifted with the atom, the atom would be at rest in the frame of the sheet and the drift would not help. The electrons of the sheet are taken to be in their ground state. The value 6.9 eV is an input, not a result of this analysis.

## The transfer to an atom at rest

The electron must be treated relativistically. Its total energy is \(E+mc^2\), so

\[
(E+mc^2)^2=p^2c^2+m^2c^4 .
\]

Expanding the left side and cancelling \(m^2c^4\) gives

\[
pc=\sqrt{E(E+2mc^2)}. \tag{3}
\]

With \(mc^2=511.0\) keV,

\[
pc=\sqrt{80.0\times(80.0+1022.0)}\ \text{keV}=296.9\ \text{keV}.
\]

The electron loses a few eV out of 80 keV. To leading order it therefore leaves with the momentum magnitude \(p\) with which it arrived. In backscattering its momentum changes from \(+p\) to \(-p\), and the atom receives \(q=2p\). The atom is slow, so its kinetic energy is

\[
E_m=\frac{(2p)^2}{2M}=\frac{2p^2c^2}{Mc^2}
=\frac{2E(E+2mc^2)}{Mc^2}. \tag{4}
\]

For the mean sulfur mass, 32.06 u, the rest energy is \(Mc^2=29.864\) GeV, and

\[
E_m=\frac{2(296.92\ \text{keV})^2}{29.8637\times10^6\ \text{keV}}
=5.904\ \text{eV}.
\]

The deficit is \(\delta=6.900-5.904=0.996\) eV. An atom at rest is not displaced in this model.

## Why the missing energy need not be supplied in full

Let the atom have outward momentum \(P_0=\sqrt{2ME_0}\) just before the collision. Momenta add, so its final kinetic energy is

\[
\begin{aligned}
K_f&=\frac{(P_0+2p)^2}{2M}
=\frac{P_0^2}{2M}+\frac{(2p)^2}{2M}+\frac{2P_0(2p)}{2M}\\
&=E_0+E_m+2\sqrt{E_0E_m}
=\left(\sqrt{E_0}+\sqrt{E_m}\right)^2. \tag{5}
\end{aligned}
\]

The cross term follows from \(P_0=\sqrt{2M}\sqrt{E_0}\) and \(2p=\sqrt{2M}\sqrt{E_m}\). It is positive because the initial motion and the momentum transfer point the same way. For inward motion its sign is reversed.

At threshold \(K_f=T_d\). Both sides of (5) are squares of positive quantities, hence

\[
\sqrt{E_0}=\sqrt{T_d}-\sqrt{E_m}, \tag{6}
\]

and squaring gives (1). In numbers,

\[
\sqrt{E_0}=(2.6268-2.4298)\ \text{eV}^{1/2}=0.1970\ \text{eV}^{1/2},
\qquad E_0=0.0388\ \text{eV}.
\]

The deficit is covered as

\[
0.996\ \text{eV}=\underbrace{0.039\ \text{eV}}_{E_0}
+\underbrace{0.957\ \text{eV}}_{2\sqrt{E_0E_m}} .
\]

The cross term is extra energy taken from the electron. The same impulse does more work on an atom that already moves along it.

Equation (6) requires \(E_m\le T_d\), and gives \(E_0=0\) at equality. If \(E_m>T_d\), no initial motion is needed, and (1) no longer gives a minimum. With the sign of the cross term reversed, its value is instead the largest inward energy along the beam at which the atom can still be ejected.

## Expansion in the deficit

Define \(x=\delta/E_m\), so that \(T_d=E_m(1+x)\). Then

\[
E_0=E_m\left(\sqrt{1+x}-1\right)^2 .
\]

For \(|x|<1\),

\[
\sqrt{1+x}-1=\frac{x}{2}-\frac{x^2}{8}+\frac{x^3}{16}-\cdots .
\]

In the square, the \(x^2\) term is \((x/2)^2=x^2/4\). The \(x^3\) term is \(2(x/2)(-x^2/8)=-x^3/8\). The \(x^4\) term has two parts, \((x^2/8)^2+2(x/2)(x^3/16)=x^4/64+x^4/16=5x^4/64\). Therefore

\[
E_0=\frac{E_mx^2}{4}\left(1-\frac{x}{2}+\frac{5x^2}{16}-\cdots\right), \tag{7}
\]

which contains (2). Here \(x=0.9959/5.9041=0.1687\). The leading term is

\[
\frac{\delta^2}{4E_m}=\frac{(0.9959)^2}{4(5.9041)}\ \text{eV}=0.0420\ \text{eV},
\]

about 8% above the value from (1). The first correction multiplies it by \(1-0.0843=0.9157\) and gives 0.0385 eV, about 1% below that value. The negative sign arises because the square root rises more slowly than its tangent.

### Approaching the static threshold by raising the beam energy

Let \(E_s\) be the beam energy at which an atom at rest just reaches \(T_d\). Setting \(E_m=T_d\) in (4) and completing the square gives

\[
(E_s+mc^2)^2=(mc^2)^2+\tfrac12T_dMc^2,
\]

so \(E_s=92.45\) keV. For \(E=E_s-\Delta\), subtract (4) at \(E\) from (4) at \(E_s\):

\[
\delta=\frac{2}{Mc^2}\left[E_s^2-(E_s-\Delta)^2+2mc^2\Delta\right]
=\frac{4(E_s+mc^2)\Delta-2\Delta^2}{Mc^2}. \tag{8}
\]

The deficit vanishes linearly with \(\Delta\), and \(E_0\) therefore vanishes quadratically. At 80 keV, \(\Delta=12.45\) keV. The linear term of (8) is 1.006 eV and the quadratic term is \(-0.010\) eV, which together restore 0.996 eV.

### The opposite limit

Expanding the square in (1) gives

\[
E_0=T_d-2\sqrt{T_dE_m}+E_m .
\]

For \(E_m\ll T_d\) the first term dominates, and the atom must bring most of the threshold energy itself. This limit is approached slowly: at \(E_m=0.1\,T_d\) the atom still brings only 47% of \(T_d\). The modest requirement at 80 keV is a property of a beam not far below \(E_s\).

## Correction for the energy lost by the electron

Equation (5) used equal incoming and outgoing electron momenta. Let the outgoing magnitude be \(p-\eta\). For an electron, \(dE/dp=v=pc^2/(E+mc^2)\), which here is \(0.502\,c\). At threshold the electron loses \(T_d-E_0\), so to first order

\[
\eta=\frac{T_d-E_0}{v},\qquad q=2p-\eta .
\]

The threshold condition \(P_0+2p-\eta=\sqrt{2MT_d}\), divided by \(\sqrt{2M}\), becomes

\[
\sqrt{E_0}=\sqrt{T_d}-\sqrt{E_m}+\frac{\eta}{\sqrt{2M}} .
\]

Since \(\sqrt{E_m}=2p/\sqrt{2M}\), we may write \(1/\sqrt{2M}=\sqrt{E_m}/(2p)\). The added term is

\[
\frac{\sqrt{E_m}\,(T_d-E_0)}{2pv}. \tag{9}
\]

With \(pv=296.92\times0.5024\ \text{keV}=149.2\) keV, it equals \(5.6\times10^{-5}\ \text{eV}^{1/2}\). The change in \(E_0\) is twice \(\sqrt{E_0}\) times this, or

\[
2(0.1970)(5.6\times10^{-5})\ \text{eV}=2\times10^{-5}\ \text{eV}.
\]

A numerical solution of the full energy and momentum balance gives 0.03881 eV, against 0.03879 eV from (1). This confirms both the sign and the size of the correction. These digits serve to compare two calculations; the physical estimate remains 0.04 eV.

The collision is also sudden. The electron crosses 0.1 nm in 0.66 as, whereas a vibration with the 45 meV quantum used below has a period of 92 fs. The escape is slower: at the threshold speed of 6.4 km/s, an atom would need about 31 fs to travel 0.2 nm, and it takes longer because its bonds slow it down. The response of the neighbours during escape belongs in \(T_d\), not in the collision formula.

## Motion in other directions

Now let the initial momentum \(\mathbf P_0\) make an angle \(\varphi\) with the beam direction \(\hat{\mathbf z}\). With outgoing electron momentum \(\mathbf p'\), \(|\mathbf p'|=p\), the final atomic momentum is

\[
\mathbf P_f=(\mathbf P_0+p\hat{\mathbf z})-\mathbf p' .
\]

Its magnitude is greatest when \(\mathbf p'\) is opposite to the bracket. Thus

\[
|\mathbf P_f|_{\max}=p+\sqrt{P_0^2+2pP_0\cos\varphi+p^2}.
\]

Suppose, as a simplification, that \(T_d\) does not depend on the ejection direction. Write \(P_d=\sqrt{2MT_d}\), set \(|\mathbf P_f|_{\max}=P_d\), move \(p\) to the other side and square:

\[
P_0^2+2pP_0\cos\varphi=P_d^2-2pP_d .
\]

Division by \(2M\), with \(2p=\sqrt{2ME_m}\), gives for the required energy \(E_\varphi\)

\[
E_\varphi+\sqrt{E_\varphi E_m}\cos\varphi
=T_d-\sqrt{T_dE_m}. \tag{10}
\]

The right side is fixed. The left side is largest, for a given energy, at \(\varphi=0\), so outward motion along the beam has the lowest requirement. Equation (6) satisfies (10) there.

For motion in the plane, \(\cos\varphi=0\) and

\[
E_\perp=T_d-\sqrt{T_dE_m}
=E_m\left[(1+x)-\sqrt{1+x}\right]
=\frac{\delta}{2}+\frac{\delta^2}{8E_m}+\cdots . \tag{11}
\]

This is linear in the deficit, while (2) is quadratic. The closed form gives 0.517 eV, thirteen times \(E_0\). A search over scattering angle with the full balance gives 0.5175 eV, against 0.5173 eV from (11).

The best in-plane case ejects the atom obliquely, along \(\mathbf P_0+p\hat{\mathbf z}\). Its angle from the normal is \(\arctan(P_0/p)=\arctan(2\sqrt{E_\perp/E_m})\), about 31 degrees. The value of \(E_\perp\) therefore depends on the isotropic threshold, whereas \(E_0\), defined for exact backscattering, needs only the threshold along the normal. If the threshold fell steeply enough away from the normal, oblique ejection could require less energy than \(E_0\).

## An open channel is not yet a rate

An atom with outward energy equal to \(E_0\) is displaced by exact backscattering, a single direction of zero solid angle. A faster atom, with energy \(K_0>E_0\), allows a range of electron scattering angles \(\theta\).

Put \(s=\sin(\theta/2)\). The squared momentum transfer is \(q^2=2p^2(1-\cos\theta)=4p^2s^2\), and its component along the beam is \(q_z=p(1-\cos\theta)=2ps^2\). The final atomic energy is

\[
K_f=K_0+\frac{2P_0q_z+q^2}{2M}
=K_0+s^2\left(E_m+2\sqrt{K_0E_m}\right).
\]

Within the isotropic-threshold model, displacement requires

\[
\sin^2\frac{\theta}{2}\ge
\frac{T_d-K_0}{E_m+2\sqrt{K_0E_m}}. \tag{12}
\]

For \(K_0=0.060\) eV the right side is \(6.840/7.095=0.964\), so \(\theta\) must be at least 158 degrees. The useful electrons leave within a cone of half-angle 22 degrees about the backward direction.

To see how the cone opens, let \(\alpha\) be its half-angle and \(K_{\max}=(\sqrt{K_0}+\sqrt{E_m})^2\). Subtracting (12), taken as an equality, from one gives

\[
\sin^2\frac{\alpha}{2}=\frac{K_{\max}-T_d}{K_{\max}-K_0}.
\]

For small \(\alpha\), the solid angle \(\pi\alpha^2\) is proportional to the excess \(K_{\max}-T_d\). If the differential cross-section is finite and smooth near backscattering, the displacement cross-section of such an atom starts from zero and grows linearly with this excess. A vacancy rate needs that cross-section, an average over atomic motion, and the beam current density.

## Is 0.04 eV available from lattice motion?

Represent the motion along the normal by one harmonic mode of quantum \(\hbar\omega=45\) meV, a rough representative value. The real crystal has a spectrum of modes.

The momentum distribution follows from the thermal density operator \(\rho\). Let \(a\) be the lowering operator, \(g=\sqrt{M\hbar\omega/2}\), \(P=ig(a^\dagger-a)\), \(U=e^{isP}\) with \(s\) now a real variable, and \(r=e^{-\hbar\omega/kT}\). Define \(\chi(s)=\mathrm{Tr}(\rho U)\). Both \([a,U]\) and \([a^\dagger,U]\) equal \(-sgU\). Also \(a\rho=r\rho a\) and \(\rho a^\dagger=ra^\dagger\rho\). Cyclic invariance of the trace then gives

\[
\begin{aligned}
r\,\mathrm{Tr}(\rho aU)&=\mathrm{Tr}(\rho Ua)=\mathrm{Tr}(\rho aU)+sg\chi,\\
\mathrm{Tr}(\rho a^\dagger U)&=r\,\mathrm{Tr}(\rho Ua^\dagger)
=r\left[\mathrm{Tr}(\rho a^\dagger U)+sg\chi\right].
\end{aligned}
\]

Solving the two lines,

\[
\mathrm{Tr}(\rho aU)=-\frac{sg\chi}{1-r},\qquad
\mathrm{Tr}(\rho a^\dagger U)=\frac{r\,sg\chi}{1-r}.
\]

Since \(d\chi/ds=i\,\mathrm{Tr}(\rho PU)\) and \(i\cdot ig=-g\),

\[
\frac{d\chi}{ds}=-g^2s\,\frac{1+r}{1-r}\,\chi
=-g^2s\coth\!\left(\frac{\hbar\omega}{2kT}\right)\chi .
\]

With \(\chi(0)=1\), the solution is a Gaussian in \(s\). The momentum distribution is therefore Gaussian, with variance \(g^2\coth(\hbar\omega/2kT)\). Dividing by \(2M\) gives the mean kinetic energy along the normal,

\[
K=\frac{\hbar\omega}{4}\coth\!\left(\frac{\hbar\omega}{2kT}\right). \tag{13}
\]

The threshold momentum is \(P_0=\sqrt{2ME_0}\) and the standard deviation is \(\sqrt{2MK}\). The one-sided Gaussian tail is

\[
f=\frac12\operatorname{erfc}\sqrt{\frac{E_0}{2K}}. \tag{14}
\]

At 300 K, \(K=0.0160\) eV. The argument of erfc is \(\sqrt{0.0388/0.0321}=1.10\), and \(f\) is about 6%. With the quantum and \(E_0\) held fixed, \(f\) is about 3% at 10 K and 12% at 600 K. A separate sum over the first 65 oscillator states, with their Boltzmann weights, agrees with (14) to within \(10^{-5}\) in \(f\) at all three temperatures.

For \(kT\ll\hbar\omega\), \(K\) tends to \(\hbar\omega/4\), so zero-point motion keeps \(f\) finite. Its value there depends strongly on the assumed quantum: at 10 K, (14) gives 0.6% for 25 meV, against 3% for 45 meV. For \(kT\gg\hbar\omega\), \(\coth y\simeq1/y\) gives the classical value \(kT/2\). At 300 K that value is 0.0129 eV, about 19% below the quantum result.

The fraction \(f\) describes the atomic motion. It is not the probability that an incident electron makes a vacancy, since the electron must also be scattered through an angle that satisfies (12), and very few electrons are. The fraction also leaves out motion in the plane, which in the isotropic-threshold model lowers the normal energy needed and so raises the fraction. For an in-plane kinetic energy of 0.032 eV, twice the value of \(K\) at 300 K, (10) gives a normal energy of 0.034 eV instead of 0.039 eV.

## How firm is the estimate?

Differentiating (1) at fixed \(E_m\) gives

\[
\frac{dE_0}{dT_d}
=2\left(\sqrt{T_d}-\sqrt{E_m}\right)\frac{1}{2\sqrt{T_d}}
=1-\sqrt{\frac{E_m}{T_d}}=0.075. \tag{15}
\]

The absolute sensitivity is small, but the relative one is not:

\[
\frac{T_d}{E_0}\frac{dE_0}{dT_d}
=\frac{\sqrt{T_d}}{\sqrt{T_d}-\sqrt{E_m}}
=\frac{2.6268}{0.1970}\simeq13 .
\]

Thresholds of 6.8 and 7.0 eV give 0.032 and 0.047 eV. A change of 1.4% in \(T_d\) thus moves \(E_0\) by about 20%.

The isotope matters for the same reason. At fixed beam energy and threshold, \(E_m\) is proportional to \(1/M\). The requirement is 0.0375 eV for \(^{32}\)S and 0.0708 eV for \(^{34}\)S. The figure of 0.04 eV describes the lighter isotope and the mean mass, but not the heavier one.

A vibrating atom may also be away from its site when struck. In a fixed harmonic well its mean potential energy equals its mean kinetic energy, 0.016 eV at 300 K. If all of this counts towards escape, \(T_d\) is effectively lowered by that amount, and \(E_0\) falls from 0.0388 to 0.0376 eV. This is not the whole effect of lattice motion on the threshold. The neighbours also move, and their velocities shift \(T_d\) at first order: a drift of the whole surroundings along the normal at 1% of the threshold speed, 64 m/s, would change it by 2%, or 0.14 eV. The shift caused by the thermal motion of individual neighbours has either sign and is not calculated here.

In a real MoS2 specimen under an 80 keV beam, the assumption of an electronic ground state is open to doubt. The beam also excites and ionizes the sheet, and an excitation that survives during the escape may weaken the bonding of the sulfur atom. The size of this effect is not calculated here. An assumed lowering of \(T_d\) by 0.5 eV would reduce \(E_0\) to 0.010 eV, and a lowering of 1.0 eV would remove the need for initial motion. Existing vacancies and chemical attack can change the threshold or add other routes to sulfur loss. The value 0.04 eV is therefore a ground-state knock-on estimate for the stated threshold. It shows that this channel can be open at 80 keV, not that it accounts for the damage seen in a given specimen. The numerical output below lists the main values.

## Computed values

```
Beam energy: 80.0 keV
Displacement threshold: 6.90 eV
Mean sulfur mass: 32.06 u
Electron rest energy: 510.999 keV
Sulfur rest energy: 29.8637 GeV
Electron momentum times c: 296.92 keV
Largest transfer to static atom: 5.9041 eV
Same, full balance: 5.9039 eV
Energy missing for static atom: 0.9959 eV
Static-atom beam threshold: 92.45 keV
Square root of threshold: 2.6268 eV^(1/2)
Square root of transfer: 2.4298 eV^(1/2)
Required outward energy: 0.03879 eV
Same, full balance: 0.03881 eV
Cross term: 0.9571 eV
Sensitivity dE0/dTd: 0.0750 (no unit)
Required in-plane energy: 0.5173 eV
Same, full balance and search: 0.5175 eV
Faster atom, outward energy: 0.060 eV
Its least scattering angle: 158.2 degrees
Rough vibrational quantum: 45.0 meV
Mean normal kinetic energy at 10 K: 0.01125 eV
Outward fraction at 10 K: 3.17 percent
Mean normal kinetic energy at 300 K: 0.01604 eV
Outward fraction at 300 K: 5.99 percent
Mean normal kinetic energy at 600 K: 0.02746 eV
Outward fraction at 600 K: 11.73 percent
Classical kT/2 at 300 K: 0.01293 eV
Required energy if Td = 6.8 eV: 0.0316 eV
Required energy if Td = 7.0 eV: 0.0466 eV
Required energy for 32S (31.972 u): 0.0375 eV
Required energy for 34S (33.968 u): 0.0708 eV
Mean potential energy at 300 K: 0.01604 eV
Required energy with that potential energy: 0.03759 eV
Required energy if Td is lowered by 0.5 eV: 0.0100 eV
Td lowering that removes the need: 0.996 eV
Electron speed / light speed: 0.5024 (no unit)
Electron transit time over 0.1 nm: 0.664 as
Vibrational period: 91.9 fs
Initial outward speed: 483 m/s
Speed at displacement threshold: 6444 m/s
```
